# Thick-film limit of the Fuchs-Sondheimer resistivity: test program

```python
"""
Thick-film limit of the Fuchs-Sondheimer resistivity:
    rho/rho0 = 1 + 3(1-p)lambda/(8d) + O((lambda/d)^2)
d: film thickness; lambda: bulk mean free path; k = d/lambda;
p: specular fraction at a face; rho0: bulk resistivity;
u: absolute cosine of the angle between velocity and film normal;
a = 3(1-p)/(8k); R = sigma/sigma0 - (1-a), the remainder.
The transport equation is also solved by finite differences, without
using the analytic distribution or the Fuchs-Sondheimer integral.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad


def linear_term(k, p):
    return 3 * (1 - p) / (8 * k)


def fs_conductivity(k, p):
    """Full Fuchs-Sondheimer sigma/sigma0 by quadrature."""
    def integrand(u):
        e = np.exp(-k / u)
        return (u - u**3) * (1 - e) / (1 - p * e)
    value = quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 1 - 1.5 * (1 - p) / k * value


def boltzmann_conductivity(k, p_bottom, p_top, cells=4000):
    """Finite-difference solution of u dg/dz + g = 1 between two faces."""
    nodes, weights = np.polynomial.legendre.leggauss(40)
    u, w = (nodes + 1) / 2, weights / 2
    step = k / cells
    plus, minus = u / step + 0.5, u / step - 0.5
    free = np.ones_like(u)       # response to unit starting value, no field
    driven = np.zeros_like(u)    # response to the field, zero start
    free_mean = np.zeros_like(u)
    driven_mean = np.zeros_like(u)
    for _ in range(cells):
        new_free = minus * free / plus
        new_driven = (minus * driven + 1) / plus
        free_mean += (free + new_free) / (2 * cells)
        driven_mean += (driven + new_driven) / (2 * cells)
        free, driven = new_free, new_driven
    # Starting values at the faces follow from partial specular reflection.
    denominator = 1 - p_bottom * p_top * free**2
    start_up = p_bottom * driven * (1 + p_top * free) / denominator
    start_down = p_top * driven * (1 + p_bottom * free) / denominator
    total = (start_up + start_down) * free_mean + 2 * driven_mean
    return 0.75 * np.sum(w * (1 - u**2) * total)


# The analytic distribution satisfies the equation and boundary condition.
z, us, ks, ps = sp.symbols("z u k p", positive=True)
g = 1 - (1 - ps) * sp.exp(-z / us) / (1 - ps * sp.exp(-ks / us))
assert sp.simplify(us * sp.diff(g, z) + g - 1) == 0
assert sp.simplify(g.subs(z, 0) - ps * g.subs(z, ks)) == 0
angular_integral = sp.integrate(us - us**3, (us, 0, 1))
assert angular_integral == sp.Rational(1, 4)

# The integral agrees with the direct transport solution.
largest_difference = 0.0
for k in (1.0, 3.0, 8.0):
    for p in (0.0, 0.5, 0.9):
        difference = abs(boltzmann_conductivity(k, p, p)
                         - fs_conductivity(k, p))
        largest_difference = max(largest_difference, difference)
assert largest_difference < 1e-5

# Thick-film coefficient and mean-specularity rule from direct transport.
k_thick = 10.0
coefficient = k_thick * (1 - boltzmann_conductivity(k_thick, 0.0, 0.0))
assert abs(coefficient - 3 / 8) < 1e-4
unequal = k_thick * (1 - boltzmann_conductivity(k_thick, 0.1, 0.7))
assert abs(unequal - k_thick * linear_term(k_thick, 0.4)) < 1e-4

# Remainder bound and size of the linear law's error.
for k in (1.0, 1.5, 2.0, 4.0, 10.0):
    for p in (0.0, 0.3, 0.6, 0.9):
        a = linear_term(k, p)
        sigma = fs_conductivity(k, p)
        remainder = sigma - (1 - a)
        bound = (3 * (1 - p)**2 * np.exp(-k)
                 / (k**3 * (1 - p * np.exp(-k))))
        assert 0 < remainder <= bound
        shortfall = 1 - (1 + a) * sigma
        assert 0 < shortfall < a**2

# High precision resolves the exponentially small remainder.
mp.mp.dps = 60


def remainder_ratio(k, p):
    def integrand(u):
        if u == 0:
            return mp.mpf(0)
        e = mp.exp(-k / u)
        return (u - u**3) * (1 - e) / (1 - p * e)
    integral = mp.quad(integrand, [0, mp.mpf(1) / 4, mp.mpf(1) / 2, 1])
    sigma = 1 - 3 * (1 - p) * integral / (2 * k)
    remainder = sigma - 1 + 3 * (1 - p) / (8 * k)
    return remainder / (3 * (1 - p)**2 * mp.exp(-k) / k**3)


ratio_40 = remainder_ratio(mp.mpf(40), mp.mpf(1) / 2)
ratio_80 = remainder_ratio(mp.mpf(80), mp.mpf(1) / 2)
assert ratio_40 < ratio_80 < 1
assert 1 - ratio_40 < mp.mpf(9) / 40 and 1 - ratio_80 < mp.mpf(9) / 80

# Quadratic resistivity term, extracted from the full integral.
k_large = 1000.0
quadratic = k_large**2 * (1 / fs_conductivity(k_large, 0.0)
                          - 1 - linear_term(k_large, 0.0))
assert abs(quadratic / (9 / 64) - 1) < 1e-3

# Worked example with round model parameters.
rho0, mean_free_path, p, d = 2.0, 40.0, 0.2, 160.0
k = d / mean_free_path
a = linear_term(k, p)
sigma = fs_conductivity(k, p)
remainder = sigma - (1 - a)
lost_per_face = 3 * (1 - p) * mean_free_path / 16

print(f"Largest transport-integral difference: {largest_difference:.1e}")
print(f"Transport k(1-sigma/sigma0), k=10, p=0: {coefficient:.6f}")
print(f"Same, faces p=0.1 and p=0.7: {unequal:.6f}")
print(f"Remainder / leading form, p=0.5, k=40: {float(ratio_40):.4f}")
print(f"Remainder / leading form, p=0.5, k=80: {float(ratio_80):.4f}")
print(f"Quadratic coefficient, p=0, k=1000: {quadratic:.5f}")
print(f"Predicted quadratic coefficient, p=0: {9 / 64:.5f}")
print(f"Bulk resistivity: {rho0:.1f} microohm cm")
print(f"Mean free path: {mean_free_path:.0f} nm")
print(f"Specularity p: {p:.1f}")
print(f"Film thickness: {d:.0f} nm")
print(f"k = d/lambda: {k:.1f}")
print(f"Linear term a: {a:.5f}")
print(f"Square a^2: {a**2:.6f}")
print(f"Remainder R: {remainder:.3e}")
print(f"Full sigma/sigma0: {sigma:.6f}")
print(f"Linear-law rho/rho0: {1 + a:.5f}")
print(f"Full-integral rho/rho0: {1 / sigma:.5f}")
print(f"Linear-law resistivity: {rho0 * (1 + a):.4f} microohm cm")
print(f"Full-integral resistivity: {rho0 / sigma:.4f} microohm cm")
print(f"Linear-law shortfall: {100 * (1 - (1 + a) * sigma):.3f} percent")
print(f"Equivalent thickness lost per face: {lost_per_face:.1f} nm")
print(f"Equivalent thickness lost in total: {2 * lost_per_face:.1f} nm")

print("Table: d (nm), linear rho/rho0, full rho/rho0, shortfall (percent)")
for thickness in (40.0, 80.0, 160.0, 320.0, 640.0):
    kt = thickness / mean_free_path
    linear = 1 + linear_term(kt, p)
    full = 1 / fs_conductivity(kt, p)
    print(f"{thickness:5.0f}  {linear:.5f}  {full:.5f}  "
          f"{100 * (1 - linear / full):.3f}")

tolerance = 0.01
safe_d = 3 * (1 - p) * mean_free_path / (8 * np.sqrt(tolerance))
safe_k = safe_d / mean_free_path
safe_shortfall = 1 - (1 + linear_term(safe_k, p)) * fs_conductivity(safe_k, p)
assert 0 < safe_shortfall < tolerance
diffuse_safe_k = 3 / (8 * np.sqrt(tolerance))
print(f"Thickness guaranteeing 1 percent, p=0.2: {safe_d:.1f} nm")
print(f"Actual shortfall there: {100 * safe_shortfall:.3f} percent")
print(f"d/lambda guaranteeing 1 percent, p=0: {diffuse_safe_k:.2f}")

# Doubling the relaxation time doubles lambda and halves rho0.
d_long = 640.0
added_1 = rho0 * (1 / fs_conductivity(d_long / mean_free_path, p) - 1)
k_doubled = d_long / (2 * mean_free_path)
added_2 = rho0 / 2 * (1 / fs_conductivity(k_doubled, p) - 1)
assert abs(added_2 / added_1 - 1) < linear_term(k_doubled, p)
added_linear = rho0 * linear_term(d_long / mean_free_path, p)
print(f"Added resistivity, 640 nm, linear: {added_linear:.5f} microohm cm")
print(f"Full, original relaxation time: {added_1:.5f} microohm cm")
print(f"Full, doubled relaxation time: {added_2:.5f} microohm cm")

print("every check passed")
```

It prints:

```
Largest transport-integral difference: 1.7e-09
Transport k(1-sigma/sigma0), k=10, p=0: 0.374999
Same, faces p=0.1 and p=0.7: 0.225000
Remainder / leading form, p=0.5, k=40: 0.8135
Remainder / leading form, p=0.5, k=80: 0.8981
Quadratic coefficient, p=0, k=1000: 0.14068
Predicted quadratic coefficient, p=0: 0.14062
Bulk resistivity: 2.0 microohm cm
Mean free path: 40 nm
Specularity p: 0.2
Film thickness: 160 nm
k = d/lambda: 4.0
Linear term a: 0.07500
Square a^2: 0.005625
Remainder R: 1.456e-04
Full sigma/sigma0: 0.925146
Linear-law rho/rho0: 1.07500
Full-integral rho/rho0: 1.08091
Linear-law resistivity: 2.1500 microohm cm
Full-integral resistivity: 2.1618 microohm cm
Linear-law shortfall: 0.547 percent
Equivalent thickness lost per face: 6.0 nm
Equivalent thickness lost in total: 12.0 nm
Table: d (nm), linear rho/rho0, full rho/rho0, shortfall (percent)
   40  1.30000  1.35236  3.871
   80  1.15000  1.17056  1.757
  160  1.07500  1.08091  0.547
  320  1.03750  1.03896  0.141
  640  1.01875  1.01911  0.035
Thickness guaranteeing 1 percent, p=0.2: 120.0 nm
Actual shortfall there: 0.921 percent
d/lambda guaranteeing 1 percent, p=0: 3.75
Added resistivity, 640 nm, linear: 0.03750 microohm cm
Full, original relaxation time: 0.03822 microohm cm
Full, doubled relaxation time: 0.03896 microohm cm
every check passed
```
